# Low-momentum expansion of the one-loop vacuum polarization in QED

## The problem

A photon travelling through the vacuum can turn for a short time into a fermion–antifermion pair. At one loop this changes the photon propagator by a function \(\Pi(q^2)\) of the photon's squared four-momentum. Consider QED with one charged fermion of mass \(m>0\), in units \(\hbar=c=1\), with metric \((+,-,-,-)\) and \(e^2=4\pi\alpha\). Write

\[
z=\frac{q^2}{m^2},\qquad Q^2=-q^2,\qquad t=\frac{Q^2}{m^2}=-z .
\]

The sign of \(\Pi\) is fixed by saying that the exchange of a photon is governed by the effective coupling \(\alpha/(1-\Pi)\). The charge \(e\) is the one measured at \(q^2=0\), so that \(\Pi(0)=0\).

(a) Reduce the one-loop \(\Pi(q^2)\) to a single integral over a parameter \(x\) between 0 and 1.

(b) Expand it in powers of \(q^2/m^2\). Find the general coefficient and the first three terms.

(c) Find the radius of convergence and its physical meaning.

(d) For the electron, compare the three-term sum with the full one-loop function at \(q^2=-m^2\) and \(q^2=+m^2\). What happens at \(q^2=-8m^2\)?

## Hints

1. For (a), work with Euclidean momenta and contract the two photon indices. Which powers of \(Q\) can depend on how the divergent integral is regulated?

2. The numerator of the contracted loop can be written in terms of the two denominators. A Feynman parameter then leaves one logarithm, and integration by parts makes the result compact.

3. For (b), expand the logarithm before integrating. What is the largest value of \(x(1-x)\)?

4. For (c), take the ratio of successive coefficients. Then ask where the argument of the logarithm first vanishes.

5. For (d), look at the signs of the terms before estimating the error.

## Solution

### (a) From the loop to one integral

**The loop.** Use Euclidean matrices with \(\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}\) and the fermion action \(\bar\psi(\gamma\cdot\partial+m+ie\,\gamma\cdot A)\psi\). The propagator is

\[
S(k)=\frac{1}{i\gamma\cdot k+m}=\frac{m-i\gamma\cdot k}{k^2+m^2},
\]

since \((i\gamma\cdot k+m)(m-i\gamma\cdot k)=k^2+m^2\).

Integrating out the fermion adds \(-\mathrm{Tr}\ln(S^{-1}+ie\gamma\cdot A)\) to the photon action. Its second-order part is \(+\tfrac12\mathrm{Tr}(S\,ie\gamma\cdot A\,S\,ie\gamma\cdot A)\), and \((ie)^2=-e^2\). The free photon action is \(\tfrac12A_\mu(Q^2\delta_{\mu\nu}-Q_\mu Q_\nu)A_\nu\). Gauge invariance gives the loop the same tensor form, so the sum is \((Q^2\delta_{\mu\nu}-Q_\mu Q_\nu)(1-\Pi)\), with

\[
(Q^2\delta_{\mu\nu}-Q_\mu Q_\nu)\,\Pi=e^2\!\int\!\frac{d^4k}{(2\pi)^4}\,\mathrm{tr}\,[\gamma_\mu S(k)\gamma_\nu S(p)],\qquad p=k+Q .
\]

**The trace.** Set \(\mu=\nu\) and sum. The left side becomes \((4-1)Q^2\Pi=3Q^2\Pi\). On the right, \(\gamma_\mu\gamma_\mu=4\) and \(\gamma_\mu\gamma_\nu\gamma_\mu=2\gamma_\nu-4\gamma_\nu=-2\gamma_\nu\). The mass term gives \(m^2\cdot4\cdot4=16m^2\). The momentum term gives \((-i)^2(-2)\cdot4\,k\cdot p=8k\cdot p\). Terms with an odd number of matrices have zero trace. With \(D_1=k^2+m^2\) and \(D_2=p^2+m^2\),

\[
3Q^2\Pi=e^2\int\frac{d^4k}{(2\pi)^4}\,\frac{8k\cdot p+16m^2}{D_1D_2}.
\]

**What must be subtracted.** At large \(k\) the integral diverges quadratically. Each power of \(Q\) taken out in a Taylor expansion lowers the degree of divergence by one, so the coefficients of \(Q^4\) and higher converge and do not depend on the regulator. Two terms remain to be fixed. The \(Q^0\) term must vanish, because the left side is \(Q^2\) times a function that is finite at \(Q=0\) when \(m>0\). The \(Q^2\) term is \(3Q^2\Pi(0)\), which is absorbed in the measured charge. The renormalized \(3Q^2\Pi\) is therefore the loop without its first two Taylor terms, and any piece of the form \(A+BQ^2\) may be dropped on the way.

**Reducing the numerator.** From \(Q^2=(p-k)^2\) we have \(2k\cdot p=k^2+p^2-Q^2\), so

\[
8k\cdot p+16m^2=4(D_1+D_2-2m^2-Q^2)+16m^2=4(D_1+D_2)+8m^2-4Q^2 .
\]

The first part gives \(4/D_2+4/D_1\). The term \(4/D_1\) does not contain \(Q\). In \(4/D_2\), the coefficients of \(Q^4\) and higher are total derivatives in \(k\), whose surface terms vanish at infinity. Both terms can be dropped. What is left is \((8m^2-4Q^2)\) times the integral of \(1/(D_1D_2)\).

**The remaining integral.** With \(u=x(1-x)\), the Feynman parameter formula gives

\[
\frac1{D_1D_2}=\int_0^1\frac{dx}{[(1-x)D_1+xD_2]^2}
=\int_0^1\frac{dx}{[(k+xQ)^2+m^2+uQ^2]^2}.
\]

The second form follows by completing the square, which leaves \(xQ^2-x^2Q^2=uQ^2\). The integral diverges logarithmically, so shifting to \(l=k+xQ\) is harmless. Put \(\Delta=m^2+uQ^2\) and \(s=l^2\). The unit sphere in four dimensions has area \(2\pi^2\), so with a large cutoff \(\Lambda\)

\[
\int\!\frac{d^4l}{(2\pi)^4}\frac1{(l^2+\Delta)^2}
=\frac1{16\pi^2}\int_0^{\Lambda^2}\!\frac{s\,ds}{(s+\Delta)^2}
\;\to\;\frac1{16\pi^2}\Big[\ln\frac{\Lambda^2}{\Delta}-1\Big].
\]

Since \(\Delta=m^2(1+ut)\), this is a constant minus \(\ln(1+ut)/(16\pi^2)\). The constant, multiplied by \(8m^2-4Q^2\), has the form \(A+BQ^2\) and drops out. Define

\[
L(t)=\int_0^1dx\,\ln(1+ut).
\]

The part still to be subtracted is that of \((4Q^2-8m^2)L\). Because \(\int_0^1u\,dx=\tfrac16\), \(L=t/6+O(t^2)\). There is no \(Q^0\) term, and the \(Q^2\) term is \(-8m^2\cdot Q^2/(6m^2)=-\tfrac43Q^2\). Removing it and using \(e^2/(16\pi^2)=\alpha/(4\pi)\),

\[
3Q^2\Pi=\frac{\alpha}{4\pi}\Big[(4Q^2-8m^2)L+\tfrac43Q^2\Big]
\;\Rightarrow\;
\Pi=\frac{\alpha}{3\pi}\Big[\Big(1-\frac2t\Big)L+\frac13\Big].
\]

**Integration by parts.** Let \(M=\int_0^1u\ln(1+ut)\,dx\). Since \(u'=1-2x\), we have \((x-\tfrac12)u'=-\tfrac12(1-2x)^2=-\tfrac12(1-4u)\). The function \((x-\tfrac12)\ln(1+ut)\) vanishes at both ends, so its derivative integrates to zero:

\[
0=L-\frac12\int_0^1\frac{(1-4u)\,t}{1+ut}\,dx
\;\Rightarrow\;
\int_0^1\frac{1-4u}{1+ut}\,dx=\frac{2L}{t}.
\]

The same holds for \((x-\tfrac12)\,u\ln(1+ut)\):

\[
0=M-\frac12(L-4M)-\frac12\int_0^1(1-4u)\frac{ut}{1+ut}\,dx .
\]

Write \(ut/(1+ut)=1-1/(1+ut)\). As \(\int_0^1(1-4u)dx=\tfrac13\), the last integral equals \(\tfrac13-2L/t\). Hence \(3M=\tfrac12L+\tfrac12(\tfrac13-2L/t)\), or

\[
6M=\Big(1-\frac2t\Big)L+\frac13 .
\]

This is the bracket in \(\Pi\). With \(t=-z\), the answer to (a) is

\[
\boxed{\;\Pi(q^2)=\frac{2\alpha}{\pi}\int_0^1dx\;x(1-x)\,\ln\!\Big[1-x(1-x)\frac{q^2}{m^2}\Big]\;}
\]

For spacelike \(q^2<0\) the logarithm is positive, so \(\Pi>0\) and the effective coupling grows with \(Q^2\). A probe of higher momentum sees more of the charge that the virtual pairs screen at long distance. As an independent check, the subtracted loop was integrated numerically over momentum. At \(Q^2=m^2\) this gives \(\Pi=0.0604295\,\alpha/\pi\), the same as the integral over \(x\) to the digits shown.

### (b) The expansion

For \(0\le x\le1\), \(u=\tfrac14-(x-\tfrac12)^2\) lies between 0 and \(\tfrac14\). If \(|z|<4\), then \(|uz|\le|z|/4<1\) for every \(x\). The series \(\ln(1-uz)=-\sum_{n\ge1}u^nz^n/n\) converges uniformly in \(x\) and may be integrated term by term:

\[
\Pi=-\frac{\alpha}{\pi}\sum_{n=1}^\infty c_n z^n,\qquad
c_n=\frac2n\int_0^1x^{n+1}(1-x)^{n+1}dx .
\]

To find the integral, let \(I(a,b)=\int_0^1x^a(1-x)^bdx\). Integration by parts gives \(I(a,b)=\frac{b}{a+1}I(a+1,b-1)\). Repeating this until \(b\) reaches zero, with \(I(a+b,0)=1/(a+b+1)\), yields \(I(a,b)=a!\,b!/(a+b+1)!\). Therefore

\[
c_n=\frac2n\,\frac{[(n+1)!]^2}{(2n+3)!}.
\]

The first three values are

\[
c_1=2\cdot\frac{4}{120}=\frac1{15},\qquad
c_2=\frac{36}{5040}=\frac1{140},\qquad
c_3=\frac23\cdot\frac{576}{362880}=\frac1{945},
\]

so that

\[
\boxed{\;\Pi(q^2)=-\frac{\alpha}{15\pi}\frac{q^2}{m^2}-\frac{\alpha}{140\pi}\frac{q^4}{m^4}-\frac{\alpha}{945\pi}\frac{q^6}{m^6}-\dots\;}
\]

where \(q^4=(q^2)^2\) and \(q^6=(q^2)^3\). All coefficients are negative in this convention. Defining \(\Pi\) with the opposite sign would make them all positive, with the same magnitudes. In terms of \(Q^2=-q^2\) the signs alternate, starting with plus.

The first term has a simple meaning in a static field, where \(Q^2=|\mathbf Q|^2\). The potential energy between an electron and a charge \(Ze\) is \(-Ze^2/|\mathbf Q|^2\) in momentum space, and to first order the loop multiplies it by \(1+\Pi\). The leading correction is \(-Ze^2\alpha/(15\pi m^2)\), independent of \(\mathbf Q\). In position space it is a contact attraction,

\[
\delta V(\mathbf r)=-\frac{4Z\alpha^2}{15m^2}\,\delta^3(\mathbf r).
\]

This form holds when the important momenta are small compared with \(m\).

### (c) The radius of convergence

The ratio of successive coefficients is

\[
\frac{c_{n+1}}{c_n}=\frac{n}{n+1}\,\frac{(n+2)^2}{(2n+5)(2n+4)}=\frac{n(n+2)}{2(n+1)(2n+5)}\;\longrightarrow\;\frac14 .
\]

By the ratio test the series converges for \(|z|<4\) and diverges for \(|z|>4\):

\[
\boxed{\;|q^2|<4m^2\;}
\]

The ratio is below \(\tfrac14\) for every \(n\), because \(2n(n+2)<(n+1)(2n+5)\) amounts to \(0<3n+5\). The approach is slow: the ratio is 0.107 at \(n=1\), 0.218 at \(n=10\) and 0.246 at \(n=100\).

The integral shows where the limit comes from. The logarithm is singular when \(1-uz=0\), that is at \(z=1/u\). Since \(u\le\tfrac14\), this happens for real \(z\ge4\), first at \(z=4\) with \(x=\tfrac12\). The point \(q^2=4m^2=(2m)^2\) is the smallest squared invariant mass of a real fermion pair. Below it the pair is virtual; above it a timelike photon has enough energy in its rest frame to create the pair. For the electron the radius is \(1.0445\ \mathrm{MeV}^2\), which corresponds to a pair energy of \(1.0220\ \mathrm{MeV}\).

If \(m\to0\) at fixed \(q^2\), the radius shrinks to zero. A massless fermion has no expansion of this kind.

### (d) Numbers for the electron

With \(\alpha/\pi=2.32282\times10^{-3}\), the three terms at \(|q^2|=m^2\) have the sizes

\[
\frac{\alpha}{15\pi}=1.54855\times10^{-4},\quad
\frac{\alpha}{140\pi}=1.6592\times10^{-5},\quad
\frac{\alpha}{945\pi}=2.458\times10^{-6}.
\]

**Spacelike, \(q^2=-m^2\).** The signs alternate:

\[
\Pi\approx(1.54855-0.16592+0.02458)\times10^{-4}=1.4072\times10^{-4}.
\]

The integral gives \(1.4037\times10^{-4}\). The sum is too large by \(3.5\times10^{-7}\), or 0.25% of the integral. For \(0<Q^2<4m^2\) the terms decrease in size, since their ratio is \(t\,c_{n+1}/c_n<t/4<1\). The error of an alternating series with decreasing terms is smaller than the first omitted term. Here that term has \(c_4=1/5544\) and size \(4.2\times10^{-7}\), so the bound is respected.

**Timelike, \(q^2=+m^2\).** All terms are negative:

\[
\Pi\approx-(1.54855+0.16592+0.02458)\times10^{-4}=-1.7390\times10^{-4}.
\]

The integral gives \(-1.7442\times10^{-4}\), and the difference is 0.30% of it. Nothing cancels now, so the omitted terms must be summed. Each is less than \(z/4\) times the one before, and a geometric series bounds the error by \((\alpha/\pi)c_4z^4/(1-z/4)\). At \(z=1\) this is \(5.6\times10^{-7}\), and the actual error is \(5.2\times10^{-7}\).

These digits compare the series with the one-loop function. They are not predictions of that accuracy for the full theory, because terms of order \(\alpha^2\) have been left out.

**Outside the radius, \(q^2=-8m^2\).** The function is smooth here, with \(\Pi=0.3130\,\alpha/\pi\). The partial sums, in units of \(\alpha/\pi\), behave differently:

| number of terms | partial sum |
|---:|---:|
| 3 | 0.618 |
| 6 | −0.727 |
| 12 | −25.8 |
| 20 | −3238 |

The ratio of successive terms tends to \(-8/4=-2\), so adding terms eventually makes the sum worse. Nothing special happens to the function on the spacelike side. The singularity at \(q^2=+4m^2\) limits the power series in every direction of the complex plane, because the region of convergence is a disc around the origin.

For large \(Q^2\) the form with \(L\) is useful. There \(L\to\ln t+\int_0^1\ln u\,dx=\ln t-2\), and hence

\[
\Pi\simeq\frac{\alpha}{3\pi}\Big(\ln\frac{Q^2}{m^2}-\frac53\Big),\qquad Q^2\gg m^2 .
\]

The growth is logarithmic. The one-loop result can be trusted as a small correction as long as this expression is small compared with 1.

## Variation 1: on the edge of the disc

*Does the series converge at \(q^2=4m^2\), and what is \(\Pi\) there?*

Put \(y=1-2x\), so that \(u=(1-y^2)/4\) and \(1-4u=y^2\). The integrand is even in \(y\), so \(\int_0^1dx\) becomes \(\int_0^1dy\):

\[
\Pi(4m^2)=\frac{2\alpha}{\pi}\int_0^1\frac{1-y^2}{4}\,2\ln y\,dy
=\frac{\alpha}{\pi}\int_0^1(1-y^2)\ln y\,dy .
\]

With \(\int_0^1y^k\ln y\,dy=-1/(k+1)^2\), the integral is \(-1+\tfrac19=-\tfrac89\). Thus

\[
\Pi(4m^2)=-\frac{8\alpha}{9\pi}=-2.065\times10^{-3}.
\]

For convergence, take \(0<z<4\). All \(c_n\) are positive, so any partial sum of \(\sum c_nz^n\) is at most \(-\pi\Pi/\alpha\). That quantity increases with \(z\) and stays below \(\tfrac89\). Letting \(z\to4\) in a partial sum with a fixed number of terms shows that \(\sum_{n\le N}c_n4^n\le\tfrac89\) for every \(N\). Positive terms with bounded partial sums converge. The total is also at least \(\sum c_nz^n\) for every \(z<4\), which tends to \(\tfrac89\), so it equals \(\tfrac89\).

On the whole circle \(|z|=4\) the terms have these same magnitudes, so the series converges absolutely there. The function is finite at threshold and yet singular, as the next variation shows.

## Variation 2: above the pair threshold

*Find the imaginary part of \(\Pi\) for \(q^2>4m^2\), approached from above the real axis.*

Replace \(z\) by \(z+i0\). Where \(uz>1\), the argument of the logarithm is negative with an infinitesimal negative imaginary part, so the logarithm has imaginary part \(-\pi\). Elsewhere it is real. The condition \(uz>1\) means \(|2x-1|<\beta\), with

\[
\beta=\sqrt{1-\frac{4m^2}{q^2}},
\]

the speed of each fermion in the rest frame of the pair. With \(y=2x-1\) and \(dx=dy/2\),

\[
\mathrm{Im}\,\Pi=-2\alpha\int_{-\beta}^{\beta}\frac{1-y^2}{8}\,dy
=-\frac{\alpha}{2}\Big(\beta-\frac{\beta^3}{3}\Big)
=-\frac{\alpha}{6}\,\beta\,(3-\beta^2).
\]

Since \(3-\beta^2=2+4m^2/q^2\),

\[
\mathrm{Im}\,\Pi(q^2+i0)=-\frac{\alpha}{3}\sqrt{1-\frac{4m^2}{q^2}}\,\Big(1+\frac{2m^2}{q^2}\Big).
\]

At \(q^2=6m^2\) this is \(-0.806\,\alpha/\pi\), in agreement with direct integration of the logarithm. Just above threshold it vanishes like \(\beta\), a square root of the distance from \(q^2=4m^2\). This square-root branch point is the singularity that sets the radius of convergence. A power series in \(q^2\) with real coefficients is real on the real axis wherever it converges, so it could not reproduce the imaginary part beyond this point.

## Calculated quantities

```
alpha = 0.007297353 (dimensionless)
alpha/pi = 2.322819e-03 (dimensionless)
c_1 = 1/15 ; alpha c_1/pi = 1.54855e-04 (dimensionless)
c_2 = 1/140 ; alpha c_2/pi = 1.65916e-05 (dimensionless)
c_3 = 1/945 ; alpha c_3/pi = 2.45801e-06 (dimensionless)
c_4 = 1/5544 ; alpha c_4/pi = 4.18979e-07 (dimensionless)
direct loop, coefficient of (Q^2/m^2)^1: +0.06666667 alpha/pi
direct loop, coefficient of (Q^2/m^2)^2: -0.00714286 alpha/pi
direct loop, coefficient of (Q^2/m^2)^3: +0.00105820 alpha/pi
Q^2 = 1 m^2: direct loop 0.0604295 alpha/pi, x integral 0.0604295 alpha/pi
Q^2 = 8 m^2: direct loop 0.3130221 alpha/pi, x integral 0.3130221 alpha/pi
ratio c_(n+1)/c_n at n = 1: 0.107143
ratio c_(n+1)/c_n at n = 2: 0.148148
ratio c_(n+1)/c_n at n = 3: 0.170455
ratio c_(n+1)/c_n at n = 10: 0.218182
ratio c_(n+1)/c_n at n = 100: 0.246317
radius of convergence = 4 m^2
radius for the electron = 1.04448 MeV^2
electron pair threshold energy = 1.02200 MeV
Example q^2 = -1 m^2
  sum of 1 term(s): Pi = +1.548546e-04
  sum of 2 term(s): Pi = +1.382631e-04
  sum of 3 term(s): Pi = +1.407211e-04
  integral:         Pi = +1.403669e-04
Example q^2 = +1 m^2
  sum of 1 term(s): Pi = -1.548546e-04
  sum of 2 term(s): Pi = -1.714462e-04
  sum of 3 term(s): Pi = -1.739042e-04
  integral:         Pi = -1.744194e-04
error (integral - 3 terms), q^2 = -m^2: -3.542e-07
  bound on its size: 4.190e-07
error (integral - 3 terms), q^2 = +m^2: -5.152e-07
  bound on its size: 5.586e-07
Example q^2 = -8 m^2, integral: 0.31302 alpha/pi
  sum of 3 terms: +0.6180 alpha/pi
  sum of 6 terms: -0.7270 alpha/pi
  sum of 12 terms: -25.7603 alpha/pi
  sum of 20 terms: -3238.2110 alpha/pi
threshold value at q^2 = 4 m^2: -0.888889 alpha/pi
  the same as Pi = -2.06473e-03 (dimensionless)
Im part at q^2 = 6 m^2 + i0: -0.806133 alpha/pi
```
